The N^(−5/4) finite-size error of the two-dimensional electron gas

A calculation for N electrons in a periodic cell gives an energy per electron E_N, while the quantity wanted is E_∞. If the difference is extrapolated with the wrong power of N, the extrapolated energy is wrong even when every E_N is accurate. For the two-dimensional electron gas the natural guess, a correction proportional to 1/N, is wrong. The long-wavelength plasmon, whose frequency varies as √k, produces N^(−5/4).

**1. The supercell energy**

Hartree atomic units are used. The electrons are spin-unpolarized, move in a plane and interact through 1/r, whose two-dimensional Fourier transform is v(k) = 2π/k. The density is n = 1/(πr_s²), and k_F = √(2πn) = √2/r_s is both the Fermi wavevector and the Fermi velocity. The square cell has area A = L² = N/n, so L = √(πN) r_s. Allowed wavevectors are k = (2π/L)m with integer vectors m, and a prime on a sum omits k = 0.

The interaction energy per electron is

V_N = v_M/2 + (1/2A) Σ′ v(k)[S(k) − 1].   (1)

Here S is the structure factor and v_M is the potential at an electron due to its own periodic images and the neutralizing background. In Fourier space v_M is the potential of the periodic array minus that of a single charge:

v_M = (1/A) Σ′ v(k) − ∫ d²k/(2π)² v(k),   (2)

where both parts carry the same smooth cutoff, removed at the end. The infinite system has V_∞ = ½∫ d²k/(2π)² v(S − 1). On subtraction, (2) cancels the "−1" terms:

V_N − V_∞ = ½ [ (1/A) Σ′ vS − ∫ d²k/(2π)² vS ].   (3)

Two assumptions enter. First, S on the allowed wavevectors is that of the infinite system. Second, the energy of the noninteracting gas has no size error, as after grand-canonical averaging over twisted boundary conditions. Without that averaging, shell effects can exceed the plasmon error derived below. The limit is N → ∞ at fixed r_s.

**2. Sum minus integral for a power of k**

The error (3) is governed by the points where vS is not smooth. By Poisson summation,

(1/A) Σ_k g(k) − ∫ d²k/(2π)² g(k) = Σ_{R≠0} ∫ d²k/(2π)² g(k) e^{ik·R},   (4)

with R the lattice vectors of the cell. A smooth g has a rapidly decaying transform. A cusp gives a power-law tail, and hence a power of 1/L.

For g = C|k|^p with p > −2, define Z(p) as the analytic continuation of Σ′|m|^p. To see that it gives the required difference, write the damping factor as an inverse Mellin integral along a vertical line with large Re s:

Σ′ |m|^p e^{−ηm²} = (1/2πi) ∫ ds Γ(s) η^(−s) Z(p − 2s).   (5)

Now move the line to the left. Near q = −2 the sum behaves as ∫₁ 2πr^(q+1) dr, so Z(q) ≈ −2π/(q + 2). With q = p − 2s this is a pole π/(s − 1 − p/2), which contributes πΓ(1 + p/2)η^(−1−p/2). That is the integral ∫ d²x |x|^p e^{−ηx²}. The pole of Γ at s = 0 contributes Z(p), and the next one a term of order η. Thus sum minus integral tends to Z(p) as η → 0. Restoring the scale 2π/L,

(1/A) Σ′ C|k|^p − ∫ d²k/(2π)² C|k|^p = (C/A)(2π/L)^p Z(p).   (6)

For the square lattice, the number of integer vectors with m² = j is four times the sum, over divisors d of j, of the character that is +1 for d = 1, 5, 9, …, −1 for d = 3, 7, 11, …, and 0 for even d. The lattice sum therefore factorizes:

Z(p) = 4 ζ(−p/2) β(−p/2),  β(s) = 1 − 3^(−s) + 5^(−s) − …,   (7)

with continued values where the series diverge. Three values show what this means. Z(−1) gives v_M = Z(−1)/L = −3.9003/L, which agrees with a separate Ewald sum. Z(0) = 4(−½)(½) = −1 is the missing k = 0 term of a constant. Z(2) = 0, because β(−1) = 0, as it must be for the smooth function k². For the plasmon one needs Z(1/2) = −0.50605, which a damped direct sum confirms.

**3. The response at small k**

The noninteracting density response at imaginary frequency iω, ω > 0, is

χ₀ = 2 ∫ d²p/(2π)² (f_p − f_{p+k}) / (iω + p²/2 − |p+k|²/2).   (8)

In the second term substitute p → −p − k. It becomes the complex conjugate of the first, so with c = k²/2 − iω

χ₀ = −4 Re ∫ d²p/(2π)² f_p / (c + pk cos θ).   (9)

The angular integral is 2π/√(c² − p²k²), with the root of positive real part. The radial integral over 0 < p < k_F then gives

χ₀ = −(2/πk²) Re[ c − √(c² − k_F²k²) ].   (10)

For k ≪ k_F set W = √(ω² + k_F²k²). Then c² − k_F²k² ≈ −W² − ik²ω, whose root is −iW + k²ω/(2W) to the order needed. Since Re c = k²/2,

χ₀ ≈ −(1/π)[1 − x/√(1 + x²)],  x = ω/(k k_F).   (11)

At large x the bracket is 1/(2x²) − 3/(8x⁴) + …. Using k_F² = 2πn,

χ₀ ≈ −(nk²/ω²)[1 − 3k²k_F²/(4ω²)].   (12)

The first factor is the response of free particles to a fast field. The second is the leading correction from the electrons' own motion, with speeds up to k_F.

**4. The RPA structure factor**

In terms of excited states s with energies ω_s and density matrix elements ρ_s, the full response is χ(k,iω) = −(1/A) Σ_s 2ω_s|ρ_s|²/(ω_s² + ω²). Because ∫₀^∞ 2ω_s dω/(ω_s² + ω²) = π and Σ_s|ρ_s|² = N S,

S(k) = −(1/πn) ∫₀^∞ dω χ(k,iω),  χ = χ₀/(1 − vχ₀) in the RPA.   (13)

Write −χ = 1/(v − 1/χ₀). From (12), −1/χ₀ ≈ (ω² + ¾k²k_F²)/(nk²), and therefore

S ≈ (1/πn) ∫₀^∞ dω nk²/(ω_p² + ¾k²k_F² + ω²) = k²/[2√(ω_p² + ¾k²k_F²)],   (14)

with the plasmon frequency

ω_p(k) = √(n v k²) = √(2πnk) = k_F √k.   (15)

Expansion (12) fails for ω of order k k_F. That window has width of order k, and there −1/χ₀ is in error by a quantity of order one, while v is of order 1/k. The resulting change of S is of order k·k² = k³, too small to matter here. Expanding (14),

S(k) = k^(3/2)/(2k_F) · (1 − 3k/8 + …).   (16)

At k = 10⁻⁴ bohr⁻¹ and r_s = 1 the frequency integral gives 0.999963 times the leading law, in agreement with 1 − 3k/8.

The integrand of (3) is therefore

vS/2 ≈ (π/k) k^(3/2)/(2k_F) = π√k/(2k_F) = ω_p/(4n),   (17)

where the last form uses π = k_F²/(2n). This is a √k cusp at the origin. Equation (6) with p = 1/2 turns it into an interaction error

V_N − V_∞ ≈ (1/4N) k_F (2π/L)^(1/2) Z(1/2).   (18)

As L is proportional to √N, this scales as N^(−1)·N^(−1/4) = N^(−5/4).

Within linear response the leading law in (16) does not depend on the details of the RPA. If the plasmon exhausts the f-sum rule Σ_s ω_s|ρ_s|² = Nk²/2 as k → 0, then S = k²/(2ω_p) follows at once.

**5. The total energy**

Correlation also changes the kinetic energy, so (18) is not yet the whole error. Replace v by λv and raise λ from 0 to 1. By the Hellmann–Feynman theorem the derivative of the total energy is the expectation value of the unscaled interaction. The total error is then (3) with S replaced by ∫₀¹ S_λ dλ. In the RPA the λ integral can be done inside the frequency integral:

½ n v ∫₀¹ dλ S_λ = (1/2π) ∫₀^∞ dω ∫₀¹ dλ (−vχ₀)/(1 − λvχ₀)
 = (1/2π) ∫₀^∞ dω ln(1 − vχ₀) ≡ F(k).   (19)

Hence

E_N − E_∞ = (1/n) [ (1/A) Σ′ F − ∫ d²k/(2π)² F ].   (20)

With the leading form of (12), 1 − vχ₀ = 1 + ω_p²/ω². The integral of its logarithm over positive ω is πω_p, so F → ω_p/2. This is the zero-point energy of one plasmon mode. Half of it is potential energy, as (17) shows, and half is kinetic, as for any harmonic oscillator.

Insert F = k_F√k/2 into (6), using nA = N:

E_N − E_∞ ≈ (k_F/2N)(2π/L)^(1/2) Z(1/2).   (21)

Now k_F(2π/L)^(1/2) = (2πn·2π/L)^(1/2) = 2π(n/L)^(1/2). Since L = (N/n)^(1/2), (n/L)^(1/2) = n^(3/4)N^(−1/4). With n = 1/(πr_s²), so that n^(3/4) = π^(−3/4)r_s^(−3/2),

E_N − E_∞ ≈ π n^(3/4) Z(1/2) N^(−5/4)
 = π^(1/4) Z(1/2) r_s^(−3/2) N^(−5/4)
 = −0.6737 r_s^(−3/2) N^(−5/4) hartree.   (22)

The finite cell lies too low. The k = 0 term itself vanishes, since ω_p(0) = 0. The negative sign is that of Z(1/2): in (7), ζ(−1/4) is negative and β(−1/4) is positive, so the discrete sum of √k falls below the integral.

For a hexagonal cell the exponent is unchanged. At unit density |m|² = (2/√3)j, and the number of vectors is six times a divisor sum with the character of period three. This gives

Z_hex(p) = 6(2/√3)^(p/2) ζ(−p/2) L₃(−p/2),
L₃(s) = 1 − 2^(−s) + 4^(−s) − 5^(−s) + ….   (23)

The coefficient in (22) becomes −0.6693, a change of less than one per cent.

**6. The next order**

How soon (22) becomes accurate depends on the next term of F. Compare ln(1 − vχ₀) with ln(1 + ω_p²/ω²). For ω of order k k_F both arguments are large, and (11) gives the difference of the logarithms as

G(x) = ln[ 2x²(1 − x/√(1 + x²)) ].   (24)

It decays as −3/(4x²), so its integral converges within this window. The correction to F is (k k_F/2π)J, with J = ∫₀^∞ G dx. Integrate by parts; xG vanishes at both ends. With r = √(1 + x²) and r² − x² = 1,

x G′ = 2 − x/[r²(r − x)] = 2 − x(r + x)/r² = (1 − x/r) + 1/r².   (25)

The two parts integrate to 1 and π/2, so J = −(1 + π/2) and

F(k) = k_F√k/2 − k k_F(1 + π/2)/(2π) + O(k^(3/2)).   (26)

The coefficient of k k_F is −0.4092; the numerical frequency integral at k = 10⁻⁵ bohr⁻¹ gives −0.4086. Equation (6) with p = 1 and Z(1) = −0.22882 adds to the error

−k_F(1 + π/2)Z(1)/(N L) = −√(2/π)(1 + π/2)Z(1) r_s^(−2) N^(−3/2)
 = +0.4694 r_s^(−2) N^(−3/2) hartree.   (27)

Relative to (22) its magnitude is 0.697 r_s^(−1/2) N^(−1/4). At r_s = 1 this is 22% for N = 100 and still 7% for N = 10000. The interaction energy has no such smooth term: by (16) the next power in vS is k^(3/2), which gives N^(−7/4).

**7. Hartree–Fock, and the singularity at 2k_F**

Without correlation, 1 − S is the fractional overlap of two Fermi discs displaced by k. With q = k/(2k_F) ≤ 1,

S_HF = (2/π)[arcsin q + q√(1 − q²)] ≈ 2k/(πk_F) at small k.   (28)

Thus vS_HF/2 tends to the constant 2/k_F. The rest of its expansion at the origin contains even powers of k and gives no power-law error. Equation (6) with Z(0) = −1 gives

E_N − E_∞ (Hartree–Fock) ≈ −2/(k_F A) = −2n/(k_F N).   (29)

This is the 1/N law. Plasmon correlations suppress long-wavelength density fluctuations from S ∝ k to S ∝ k^(3/2), and so remove it.

Both theories also have a singularity at k = 2k_F. From (28), dS_HF/dq = (4/π)√(1 − q²), so just below q = 1

1 − S_HF ≈ (8√2/3π)(δ/2k_F)^(3/2),  δ = 2k_F − k.   (30)

Multiply by −v/2 = −π/(2k_F) and insert the result in (4). The angular integral there gives J₀(kR) ≈ √(2/πkR) cos(kR − π/4), the radial measure is k dk/2π with k ≈ 2k_F, and the δ integral, defined with a damping factor e^{−εδ} and ε → 0 because only the end point δ = 0 produces the power-law tail in R, is

∫₀^∞ dδ δ^(3/2) e^{−iδR} = (3√π/4) R^(−5/2) e^{−5πi/4}.   (31)

The numerical factors (8√2/3π)·π·(1/2π)·√(2/π)·(3√π/4) combine to 2/π, the powers of 2k_F to (2k_F)^(−2), and the sign and phases to −cos(2k_F R − 3π/2) = sin(2k_F R). The added error is

D = Σ_{R≠0} sin(2k_F R)/(2πk_F²R³).   (32)

It is of order L^(−3), that is N^(−3/2), and oscillates with N. In the RPA the singular part of χ₀ comes from the branch point of the root in (10), c = k_Fk, which for k > 0 is reached only at ω = 0 and k = 2k_F; only ω near zero contributes to it. To first order in that part, the total energy acquires the factor 1/(1 − vχ₀) and the interaction energy its square. At k = 2k_F and ω = 0, (10) gives χ₀ = −1/π, while v = π/k_F. The factors are therefore 1/(1 + 1/k_F) and 1/(1 + 1/k_F)².

**8. A worked case**

Take r_s = 1 bohr and N = 100, so L = √(100π) = 17.725 bohr. Since 100^(−5/4) = 0.0031623, (22) gives

−0.67372 × 0.0031623 = −2.130 × 10⁻³ hartree,

or −58.0 meV per electron. Equation (27) gives +0.46936 × 10⁻³ hartree, and the screened oscillation −0.002 × 10⁻³ hartree. Their sum is −1.663 millihartree. The explicit sum over wavevectors minus the integral, with the full RPA response, is −1.704 millihartree, or −46.4 meV. The leading term alone overestimates the magnitude by 25% of the true error; the corrected formula misses it by 2.4%.

In microhartree per electron, at r_s = 1:

N = 1000: total −104.97; leading −119.81; corrected −104.22.
N = 10000: total −6.324; leading −6.737; corrected −6.310.

What the corrected total leaves over falls by a factor of about 55 for each tenfold increase of N, close to the 10^(7/4) = 56 expected from the k^(3/2) term in (26).

The interaction part approaches its law sooner. At N = 1000 it is −59.07 microhartree against −59.90 from (18). Between N = 100 and N = 10000 its apparent exponent is −1.244, while that of the total is −1.215. The second value does not signal a different asymptotic law. The positive term (27) reduces the error more strongly at small N and so flattens the curve. Within the RPA and the assumptions of section 1, the terms (22) and (27) should therefore be subtracted with their derived coefficients. The first assumption itself fails at order N^(−3/2). In a twist-averaged cell χ₀ fluctuates from twist to twist, with a relative variance of order N^(−3/2), and ln(1 − vχ₀) is nonlinear in it. This adds an irregular term of the same order as (27), which is not included here. A free fit of both powers to small cells can be unreliable. The two powers are close, so the omitted N^(−7/4) term biases the fitted coefficients, and the oscillation from 2k_F, also of order N^(−3/2), scatters them.

The Hartree–Fock error at N = 1000 is −448.90 microhartree, against −450.16 from (29). The difference, 1.26, is the oscillation: (32) gives 1.28, and the smooth cutoff used in the numerical sums weakens the singularity at 2k_F by 1.2%. The Hartree–Fock error is more than four times the RPA one, and its apparent exponent is −1.000.

At r_s = 4 and N = 1000 the total is −13.99 microhartree, the leading term −14.98 and the corrected value −13.96. The relative correction is smaller than at r_s = 1, as the factor r_s^(−1/2) requires. The full set of values is in the numerical output.

**9. Where the law holds**

The derivation needs ω_p ≫ k k_F at the smallest wavevectors. By (15) the ratio ω_p/(k k_F) is 1/√k, so the condition is 2π/L ≪ 1 bohr⁻¹. The small-k expansion of section 3 also assumes 2π/L ≪ k_F. At fixed N and r_s → 0 the cell becomes too small to meet the first condition, and (22) no longer applies. At N = 100 and r_s = 1, 2π/L is 0.35 bohr⁻¹, which is why the correction is still large.

The self-image term must also be kept. Omitting v_M/2 = −1.950/L shifts the energy by 0.110 hartree at N = 100 and r_s = 1, and this shift decays only as N^(−1/2).

The exponent belongs to the plasmon dispersion. In three dimensions ω_p is constant at small k, the sum misses one term of value ω_p/2, and the same argument gives −ω_p/(2N). In two dimensions with the bare 1/r interaction the missing mode costs nothing, and the error comes from the √k cusp around it. A metallic gate at distance d changes this. It gives v = 2π(1 − e^(−2kd))/k, which tends to 4πd for k ≪ 1/d. The plasmon frequency and F then become linear in k, and (6) with p = 1 gives an error of order N^(−3/2) once L ≫ d.

Values computed for the example and the checks

```
Lindhard chi0, quadrature (a.u.): -0.10222320
Lindhard chi0, formula (a.u.):    -0.10222320
S / small-k law at k=1e-4 bohr^-1: 0.999963
linear coefficient of F, numeric: -0.40856
linear coefficient of F, formula: -0.40915
F(k=0.3) from coupling integral (Ha): 0.25261070
F(k=0.3) from logarithm (Ha):         0.25261070
Z(1/2) square, zeta / direct: -0.506046 / -0.506074
Z(1/2) hexagonal, zeta / direct: -0.502723 / -0.502750
Z(1) square: -0.228824
Madelung constant v_M*L (a.u.): -3.900265
coefficient of rs^-3/2 N^-5/4, square (Ha): -0.67372
same, hexagonal cell (Ha): -0.66929
coefficient of rs^-2 N^-3/2, square (Ha): 0.46936
rs=1 bohr, N=100, L=17.725 bohr; energies in microhartree:
  interaction error: sum -1041.6908, leading -1065.2392, with osc. -1066.4337
  total error: sum -1704.4261, leading -2130.4784, corrected -1663.1534
  N^-3/2 terms: smooth 469.3641, oscillating -2.0391
  Hartree-Fock error: sum -4506.3428, leading -4501.5816
rs=1 bohr, N=1000, L=56.050 bohr; energies in microhartree:
  interaction error: sum -59.0662, leading -59.9028, with osc. -59.4648
  total error: sum -104.9675, leading -119.8056, corrected -104.2153
  N^-3/2 terms: smooth 14.8426, oscillating 0.7477
  Hartree-Fock error: sum -448.8963, leading -450.1582
rs=1 bohr, N=10000, L=177.245 bohr; energies in microhartree:
  interaction error: sum -3.3869, leading -3.3686, with osc. -3.3933
  total error: sum -6.3236, leading -6.7372, corrected -6.3100
  N^-3/2 terms: smooth 0.4694, oscillating -0.0422
  Hartree-Fock error: sum -45.0870, leading -45.0158
rs=4 bohr, N=1000, L=224.200 bohr; energies in microhartree:
  interaction error: sum -7.4528, leading -7.4879, with osc. -7.4661
  total error: sum -13.9860, leading -14.9757, corrected -13.9647
  N^-3/2 terms: smooth 0.9277, oscillating 0.0834
  Hartree-Fock error: sum -112.2241, leading -112.5395
apparent exponents, N=100 to 10000, rs=1:
  interaction -1.2440, total -1.2153, Hartree-Fock -0.9999
total error at rs=1, N=100: -46.380 meV per electron
leading term at rs=1, N=100: -57.973 meV per electron
```
